# Comment on reading the Van Hove function as a probability density

**The argument under review**

The argument concerns scattering from a system in thermal equilibrium. It has three parts.

(a) The Van Hove function $G(\mathbf r,t)$ is the probability density for finding a particle at displacement $\mathbf r$ after a time $t$, so it is real and non-negative.

(b) If a quantum calculation gives it an imaginary part, that part is a small correction which represents recoil.

(c) A classical simulation lacks the asymmetry between energy gain and energy loss. Multiplying its spectrum by $e^{\beta\hbar\omega/2}$ restores detailed balance and thereby yields the quantum spectrum.

Each part contains something true. The questions are where the probability reading stops, what the imaginary part measures, and how much a spectrum gains by obeying detailed balance.

**Definitions, and why $G$ is complex**

Take $N$ particles of mass $m$ with Hamiltonian $H$, velocity-independent forces and time-reversal symmetry. Let $\rho=e^{-\beta H}/Z$ with $\beta=1/kT$, let $n(\mathbf r)=\sum_j\delta(\mathbf r-\mathbf r_j)$, and let operators evolve as $n(\mathbf r,t)=e^{iHt/\hbar}n(\mathbf r)e^{-iHt/\hbar}$. Then

$$G(\mathbf r,t)=\frac1N\int d^3r'\,\langle n(\mathbf r',0)\,n(\mathbf r'+\mathbf r,t)\rangle .$$

With $A=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$, the spatial transform is

$$I(\mathbf q,t)=\int d^3r\,e^{i\mathbf q\cdot\mathbf r}G(\mathbf r,t)=\frac1N\langle A^\dagger(0)A(t)\rangle ,$$

because the integral over $\mathbf r$ gives $e^{-i\mathbf q\cdot\mathbf r'}A(t)$ and the integral over $\mathbf r'$ then gives $A^\dagger(0)$. The dynamical structure factor is

$$S(\mathbf q,\omega)=\frac1{2\pi}\int dt\,e^{-i\omega t}I(\mathbf q,t),$$

where $\hbar\omega$ is the energy given to the sample. Inserting energy eigenstates with populations $p_i$ and $\omega_{fi}=(E_f-E_i)/\hbar$ gives

$$S(\mathbf q,\omega)=\frac1N\sum_{i,f}p_i\,|\langle f|A|i\rangle|^2\,\delta(\omega-\omega_{fi}).\tag{1}$$

The quantity accessible to scattering is thus real and non-negative. This does not make $G$ real. Complex conjugation reverses the order of the two Hermitian densities, so

$$\operatorname{Im}G(\mathbf r,t)=\frac1{2iN}\int d^3r'\,\langle[n(\mathbf r',0),n(\mathbf r'+\mathbf r,t)]\rangle .\tag{2}$$

At $t=0$ the densities commute, $G$ is real and non-negative, and it does describe the distribution of particle separations. In classical mechanics the densities commute at all times, and the probability reading holds at all times. In quantum mechanics, positions at different times generally do not commute, and part (a) has lost its basis.

**What the imaginary part measures**

Let a weak impulsive perturbation $-\lambda\,\delta(t)\,n(\mathbf r')$ act on the system. It changes $\rho$ into $e^{i\lambda n/\hbar}\rho\,e^{-i\lambda n/\hbar}$. To first order in $\lambda$, the density at a later time changes by

$$\delta\langle n(\mathbf r'+\mathbf r,t)\rangle=\frac{i\lambda}{\hbar}\langle[n(\mathbf r'+\mathbf r,t),n(\mathbf r',0)]\rangle .$$

Integrate over $\mathbf r'$, divide by $N\lambda$, and use (2). The commutator here has the opposite order, so it contributes $-2i\operatorname{Im}G$, and the response is

$$\frac i\hbar(-2i)\operatorname{Im}G=\frac2\hbar\operatorname{Im}G(\mathbf r,t),\qquad t>0 .\tag{3}$$

The imaginary part is therefore the linear density response, with all the dynamics that this contains.

Recoil enters through its initial slope. Since $\dot A=(i/\hbar)[H,A]$,

$$-i\,\partial_tI(\mathbf q,0)=\frac1{N\hbar}\langle A^\dagger[H,A]\rangle .$$

The potential energy commutes with $A$. For the kinetic energy, $\mathbf p_je^{i\mathbf q\cdot\mathbf r_j}=e^{i\mathbf q\cdot\mathbf r_j}(\mathbf p_j+\hbar\mathbf q)$, so

$$[H,A]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\frac{\hbar\,\mathbf q\cdot\mathbf p_j}{m}+E_r\right),\qquad E_r=\frac{\hbar^2q^2}{2m}.$$

Multiply by $A^\dagger=\sum_ke^{-i\mathbf q\cdot\mathbf r_k}$. In the terms with $k=j$ the exponentials cancel, and $\langle\mathbf p_j\rangle=0$ by time reversal. These $N$ terms give $NE_r$.

In a term with $k\ne j$, put $f=e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_k)}$ and split the product into an anticommutator and a commutator:

$$f\,\mathbf q\cdot\mathbf p_j=\tfrac12\{f,\mathbf q\cdot\mathbf p_j\}+\tfrac12[f,\mathbf q\cdot\mathbf p_j].$$

The real and imaginary parts of $f$ each give a Hermitian anticommutator that is odd under time reversal, so its average vanishes. The commutator is $i\hbar\,\mathbf q\cdot\nabla_jf=-\hbar q^2f$. Hence

$$\frac\hbar m\langle f\,\mathbf q\cdot\mathbf p_j\rangle+E_r\langle f\rangle=-\frac{\hbar^2q^2}{2m}\langle f\rangle+E_r\langle f\rangle=0 .$$

Only the self terms survive, and

$$\partial_tI(\mathbf q,0)=\frac{iE_r}\hbar .\tag{4}$$

This slope does not depend on the interactions. By (3), the response in $\mathbf q$ space starts as $(2/\hbar)(E_r/\hbar)t=q^2t/m$, which contains no $\hbar$: it is the classical motion that follows an impulse. (Time reversal makes $G$ even in $\mathbf r$, as shown below, so $\operatorname{Im}I$ is the transform of $\operatorname{Im}G$.)

At later times the forces matter. Consider one particle in one dimension with $V=x^2/2+0.2x^3+x^4/4$, in units where $m=kT=\hbar=q=1$. Diagonalizing $H$ on a position grid gives an initial slope of $0.500$, equal to $E_r/\hbar=1/2$. At $t=2$ it gives $\operatorname{Im}I=0.048$. A free particle at the same temperature has $e^{-q^2t^2/2}\sin(q^2t/2)=e^{-2}\sin1=0.114$. The two have the same recoil energy but different imaginary parts. Part (b) should say that recoil fixes the initial slope of $\operatorname{Im}I$.

**A case in which the real part is negative**

One might try to save part (a) by keeping only $\operatorname{Re}G$. An ideal gas obeying Boltzmann statistics shows why this fails. Consider its self part $G_s$, which follows one particle.

For initial momentum $\mathbf p$, the energy transfer is $\hbar\mathbf q\cdot\mathbf p/m+E_r$. Each component of $\mathbf p$ is Gaussian with variance $m/\beta$, so averaging $e^{i(\text{energy transfer})t/\hbar}$ gives

$$I(\mathbf q,t)=e^{iE_rt/\hbar}\,e^{-q^2t^2/(2\beta m)}=e^{-q^2\sigma^2(t)/2},\qquad \sigma^2(t)=\frac{t(t-i\hbar\beta)}{\beta m}.\tag{5}$$

For $t\neq0$ the real part of $\sigma^2$ is positive, and the inverse Gaussian transform is

$$G_s(\mathbf r,t)=\frac{1}{(2\pi\sigma^2)^{3/2}}\,e^{-r^2/(2\sigma^2)} ,$$

a Gaussian with a complex variance. To see its sign, write

$$\frac1{2\sigma^2}=\frac{\beta m}{2(t^2+\hbar^2\beta^2)}\left(1+\frac{i\hbar\beta}t\right).$$

The phase of $G_s$ changes in proportion to $r^2$ without bound, so at every $t>0$ the real part is negative in some range of $r$. For $t\gg\hbar\beta$ this costs little. The phase of the exponential reaches $-\pi/2$ when

$$\frac{\beta m r^2}{2(t^2+\hbar^2\beta^2)}=\frac{\pi t}{2\hbar\beta},$$

and the left side is also the exponent by which $|G_s|$ has decayed. (The prefactor has the positive phase $\tfrac32\arctan(\hbar\beta/t)$. For $t>\hbar\beta/\sqrt3$ this is below $\pi/2$ and delays the sign change further; at shorter times it exceeds $\pi/2$, and the real part is already negative at $r=0$.) The negative region is then exponentially faint.

Take model parameters $m=10$ u and $T=50$ K. Then $kT=4.309$ meV, $\hbar\beta=0.1528$ ps and $kT/m=(2.039\ \text{Å/ps})^2=4.157\ \text{Å}^2/\text{ps}^2$. At $t=0.1$ ps,

$$\sigma^2=4.157\times0.1\,(0.1-0.1528i)\ \text{Å}^2=(0.0416-0.0635i)\ \text{Å}^2 .$$

The resulting values are:

| $r$ (Å) | $G_s$ (Å$^{-3}$) |
|---|---|
| 0 | $0.25+3.03i$ |
| 0.4 | $1.40+0.97i$ |
| 0.8 | $-0.14-0.27i$ |

At the origin the phase of $G_s$ is that of the prefactor, $\tfrac32\arctan(\hbar\beta/t)=1.49$ rad. The imaginary part is about twelve times the real part because this phase happens to lie close to $\pi/2$; at any $t$ of order $\hbar\beta$ the phase is of order one, so the imaginary part is no small correction. Summing $4\pi r^2|\operatorname{Re}G_s|$ on a radial grid over the regions where $\operatorname{Re}G_s<0$ gives $0.335$, to be compared with a total integral of 1. At $t=1$ ps the same sum is $4.9\times10^{-6}$. For this gas the real part becomes almost non-negative at times long compared with $\hbar\beta$. The imaginary part fades more slowly, in proportion to $\hbar\beta/t$: at $t=1$ ps the phase at the origin is still $\tfrac32\arctan(0.1528)=0.23$ rad. These statements are shown here for the ideal gas only.

**What half an imaginary thermal time does**

Detailed balance follows from (1). In $S(-\mathbf q,-\omega)$ the operator $A$ becomes $A^\dagger$. Exchange the labels $i$ and $f$, and use $|\langle i|A^\dagger|f\rangle|=|\langle f|A|i\rangle|$ and $p_f=p_ie^{-\beta\hbar\omega_{fi}}$:

$$S(-\mathbf q,-\omega)=e^{-\beta\hbar\omega}S(\mathbf q,\omega).$$

With time reversal, the energy eigenfunctions can be chosen real for spinless particles. Then $\langle f|A|i\rangle=\langle i|A|f\rangle$, which makes $|\langle f|A^\dagger|i\rangle|=|\langle f|A|i\rangle|$ and $S(-\mathbf q,\omega)=S(\mathbf q,\omega)$. Hence $G$ is even in $\mathbf r$, and

$$S(\mathbf q,-\omega)=e^{-\beta\hbar\omega}S(\mathbf q,\omega).\tag{6}$$

Now evaluate $I$ at a shifted time:

$$I(\mathbf q,t+i\hbar\beta/2)=\int d\omega\,e^{i\omega t}\left[e^{-\beta\hbar\omega/2}S(\mathbf q,\omega)\right].\tag{7}$$

By (6) the bracket is even in $\omega$, so the shifted function is real and even in $t$, like a classical one.

In position space there is a stronger result. The shift turns $n(\mathbf r,t)$ into $e^{-\beta H/2}n(\mathbf r,t)e^{\beta H/2}$. Moving the last factor cyclically round the trace gives

$$G(\mathbf r,t+i\hbar\beta/2)=\frac1N\int d^3r'\,\mathrm{Tr}\!\left[\rho^{1/2}n(\mathbf r',0)\rho^{1/2}\,n(\mathbf r'+\mathbf r,t)\right].$$

Both $B=\rho^{1/2}n\rho^{1/2}$ and $C=n(\mathbf r'+\mathbf r,t)$ are positive operators, and $\mathrm{Tr}\,BC=\mathrm{Tr}\,C^{1/2}BC^{1/2}\ge0$. The half-shifted function is therefore real and non-negative. For a single particle it also integrates to 1, since $\int d^3r\,n(\mathbf r)=1$.

It is still not the record of two position measurements. A sharp measurement with projector $P$ followed by one with projector $P'$ has probability $\mathrm{Tr}[P\rho P\,P'(t)]$, with $\rho$ between the projectors, not $\rho^{1/2}$ on either side of $P$. For the ideal gas,

$$\sigma^2(t+i\hbar\beta/2)=\frac{(t+i\hbar\beta/2)(t-i\hbar\beta/2)}{\beta m}=\frac{t^2+\hbar^2\beta^2/4}{\beta m}.$$

At $t=0$ this is a Gaussian of width $\tfrac12(0.1528\ \text{ps})(2.039\ \text{Å/ps})=0.156$ Å, although the particle has had no time to move.

**What Schofield's replacement gives**

The classical $I_{\rm cl}$ is also real and even in time. Schofield's approximation puts it in the place of the half-shifted quantum function:

$$I(\mathbf q,t)\approx I_{\rm cl}(\mathbf q,t-i\hbar\beta/2),\qquad S(\mathbf q,\omega)\approx e^{\beta\hbar\omega/2}S_{\rm cl}(\mathbf q,\omega).\tag{8}$$

The second form follows from (7) by setting its bracket equal to $S_{\rm cl}$. Because $S_{\rm cl}$ is even, the result satisfies (6). The equality of the two even functions remains an approximation.

To first order in $\hbar$, (8) reads $I\approx I_{\rm cl}-(i\hbar\beta/2)\,\partial_tI_{\rm cl}$, so that

$$\frac2\hbar\operatorname{Im}I\approx-\beta\,\partial_tI_{\rm cl}.$$

With (3), this is the classical fluctuation–dissipation relation: the shift recovers the response from the classical fluctuations.

The anharmonic oscillator above, now with $\hbar=0.1$ and $t=0.7$, shows the gain. The classical values come from integrating trajectories to real or complex time and averaging over a Boltzmann-weighted, bounded grid of initial conditions. The bound matters in principle for the shifted value, as explained in the last section.

| Calculation | $I$ |
|---|---|
| quantum | $0.7997+0.0230i$ |
| classical | $0.8003$ |
| classical, shifted | $0.8005+0.0231i$ |

The modulus of the error falls from $0.0231$ to $0.0008$. The gain lies in the imaginary part; the real part is not improved here.

**What detailed balance leaves undecided**

For the ideal gas, the error of (8) can be found in closed form. Its classical function is $I_{\rm cl}=e^{-q^2t^2/(2\beta m)}$, and

$$(t-i\hbar\beta/2)^2=t^2-i\hbar\beta t-\hbar^2\beta^2/4 .$$

The first two terms reproduce (5). The last multiplies the result by

$$\exp\!\left(\frac{q^2}{2\beta m}\,\frac{\hbar^2\beta^2}4\right)=\exp\!\left(\frac{\beta\hbar^2q^2}{8m}\right)=e^{\beta E_r/4}.$$

The spectrum has the correct shape but too much intensity. At $q=5$ Å$^{-1}$ in the model gas, the standard deviation in energy is $\Delta=\hbar q\sqrt{kT/m}=6.710$ meV. Hence $E_r=\Delta^2/(2kT)=6.7102^2/(2\times4.3087)=5.225$ meV, and $\beta E_r/4=0.303$. The intensity is too large by a factor of $1.354$, or 35% relative to the exact value. For spectra per unit energy, the values in meV$^{-1}$ are:

| Spectrum | $+10$ meV | $-10$ meV |
|---|---|---|
| exact | 0.0462 | 0.00453 |
| classical | 0.0196 | 0.0196 |
| Schofield | 0.0625 | 0.00614 |

The exact and Schofield rows have the same ratio, $e^{10/4.309}=10.2$. Agreement with detailed balance cannot reveal the error.

For interacting systems, the moments show what happens at leading order in $\hbar$. Classical velocities are independent of positions and of one another, so

$$\int d\omega\,\omega^2S_{\rm cl}=\frac1N\langle|\dot A|^2\rangle=\frac{q^2}{\beta m}.$$

Since $S_{\rm cl}$ is even, only the even part of $e^{\beta\hbar\omega/2}$ contributes to the zeroth moment, and only its odd part to the first:

$$\int d\omega\,e^{\beta\hbar\omega/2}S_{\rm cl}\approx\int d\omega\,S_{\rm cl}+\frac{\beta^2\hbar^2}8\frac{q^2}{\beta m}=\int d\omega\,S_{\rm cl}+\frac{\beta E_r}4,$$

$$\int d\omega\,\omega\,e^{\beta\hbar\omega/2}S_{\rm cl}\approx\frac{\beta\hbar}2\frac{q^2}{\beta m}=\frac{E_r}\hbar .$$

The recoil moment is correct at this order. For the self part, whose zeroth moment must be 1, the increase $\beta E_r/4$ is an error.

Other factors obey detailed balance too. With $x=\beta\hbar\omega$, it requires $F(x)=e^xF(-x)$. This is satisfied by

$$\frac2{1+e^{-x}}=1+\tanh\frac x2,\qquad \frac x{1-e^{-x}}=\frac x2\coth\frac x2+\frac x2 .$$

The first keeps the zeroth moment, because its even part is 1, but lowers the first moment, because $\tanh y<y$ for $y>0$. The second gives the first moment $(\beta\hbar/2)\,q^2/(\beta m)=E_r/\hbar$ without expansion in $\hbar$, but raises the zeroth, because $y\coth y\ge1$. Numerical integration for the model gas gives:

| Factor | zeroth moment | first moment (meV) |
|---|---|---|
| $e^{x/2}$ | 1.354 | 7.08 |
| $2/(1+e^{-x})$ | 1.000 | 3.63 |
| $x/(1-e^{-x})$ | 1.183 | 5.23 |
| exact spectrum | 1 | 5.23 |

Schofield's first moment divided by its zeroth is $7.08/1.354=5.23$ meV, as the closed form requires for this gas.

There is also a condition on the classical data. The factor $e^{\beta\hbar\omega/2}$ needs a spectrum whose wing falls fast enough to keep the integral finite. A Lorentzian, which falls as $\omega^{-2}$, gives a divergent intensity. In the strict sense the quartic oscillator used above fails too. An orbit of energy $E$, continued to complex time, has poles at a distance $\tau\propto E^{-1/4}$ from the real axis, so it contributes a wing whose leading exponent at large $\omega$ is $-2\tau\omega$. (The essential singularity of $e^{iqx}$ at the pole adds a term of order $\sqrt\omega$ to the exponent, which is of lower order than the result below.) Maximizing $e^{-\beta E-2\tau(E)\omega}$ over $E$ gives a wing $e^{-c\,\omega^{4/5}}$, slower than any exponential. For $\hbar=0.1$ the orbits that cause the divergence have $\tau<\hbar\beta/4=0.025$, which means energies of order $10^7\,kT$. The shifted value in the table is the finite result obtained when such orbits are left out. In simulation data, the same factor amplifies statistical noise at large positive $\omega$.

Part (c) should therefore claim detailed balance and, at leading order in $\hbar$, the recoil moment. A claim about absolute intensity needs a separate argument, together with the value of $\beta E_r$ at the largest $q$ used. For bound motion $\beta E_r$ alone is not enough. A harmonic oscillator of frequency $\omega_0$ has $I_{\rm cl}=\exp[-q^2(1-\cos\omega_0t)/(\beta m\omega_0^2)]$, so the logarithm of Schofield's intensity is $\beta E_r/4$ multiplied by $2(\cosh y-1)/y^2$ with $y=\beta\hbar\omega_0/2$. This factor is 2.0 at $\beta\hbar\omega_0=6$.
